# QED correction to scalar decay into a light fermion pair

## 1. What symmetry and dimensions fix

A neutral scalar $h$ of mass $M$ decays into a fermion of unit charge and its antiparticle. The fermion gets its mass from the same term that couples it to $h$,

$$\mathcal L\supset -m_0\Big(1+\frac hv\Big)\bar\psi\psi ,\qquad y_0=\frac{m_0}{v}.$$

We use $\hbar=c=1$ and take $m\ll M$. A width has the dimension of energy and $y$ has none, so $\Gamma=y^2M\,f(m/M)$. A chiral rotation of $\psi$ can be undone by rotating the phases of $m$ and $y$ together. Terms with an odd number of extra mass insertions therefore drop out, and mass corrections start at $m^2/M^2$, up to logarithms.

Let the coupling be a running one, $\bar y(\mu)=\bar m(\mu)/v$. If the inclusive rate has no logarithm of $m$ at leading power (Section 2), then $M$ and $\mu$ are the only scales left, and

$$\Gamma=\frac{\bar y^2(\mu)M}{8\pi}\left[1+\frac\alpha\pi\Big(c+b\ln\frac{\mu^2}{M^2}\Big)\right].$$

Independence of $\mu$ ties $b$ to the running of the mass. The constant $c$ needs a calculation. The result will be $b=3/2$, $c=17/4$. With $L=\ln(M^2/m^2)$ and $m$ the pole mass, this is equivalent to

$$\Gamma=\frac{M}{8\pi}\frac{m^2}{v^2}\left[1+\frac\alpha\pi\Big(\frac94-\frac32L\Big)\right].$$

Both forms hold to first order in $\alpha$, for the rate summed over photon emission. Other interactions, and decays through loops of other particles, are left out.

## 2. Why the loops may be massless

By the optical theorem the inclusive rate is the discontinuity, at $q^2=M^2$, of the correlator of two operators $\bar\psi\psi$, times $m_0^2/v^2$. At order $\alpha$ its cuts are the states $f\bar f$ and $f\bar f\gamma$.

Take $q$ Euclidean first and let $m\to0$. Propagators are then singular only at zero momentum. A soft photon gives $\int d^4k/k^2$, and a soft fermion gives $\int d^4p/p$. If a fermion line carries a self-energy, its two propagators give $1/p^2$, and the self-energy supplies a factor $p$. All these regions converge. If a photon and the fermion lines beside it are soft together, there are eight powers of momentum in the measure and at most five in the denominator. So the leading term is $q^2$ times a polynomial in $\ln(-q^2/\mu^2)$, without $\ln m$. The expansion at large $|q^2|/m^2$ can be carried to time-like $q^2$, far above threshold, and its discontinuity has no $\ln m$ either.

This holds for the sum over final states, with the coupling renormalized at a scale unrelated to $m$. The separate $f\bar f$ and $f\bar f\gamma$ rates do have mass singularities. We may thus set $m=0$ inside the loops and regulate with $d=4-2\epsilon$. In Feynman gauge we replace $e^2\to e^2(e^{\gamma}\mu^2/4\pi)^\epsilon$, where $\gamma$ is Euler's constant; this is the $\overline{\rm MS}$ convention.

The tree-level spin sum is $y_0^2\,{\rm Tr}[\not p_1\not p_2]=2y_0^2s$, with $s=M^2$. Two-body phase space in four dimensions is $1/(8\pi)$, so $\Gamma_0=2y^2M^2/(2M\cdot8\pi)=y^2M/(8\pi)$.

## 3. The vertex

Let the photon momentum be $k$, and define $D_1=(p_1+k)^2$, $D_2=(k-p_2)^2$. The photon vertices are $-ie\gamma^\mu$. Divided by the tree factor $-iy_0$, the loop has the prefactor $(-ie)^2i^2(-i)=-ie^2$:

$$\delta F=-ie^2\int\!\frac{d^dk}{(2\pi)^d}\frac{N}{k^2D_1D_2},\quad N=\gamma^\mu(\not p_1+\not k)(\not k-\not p_2)\gamma_\mu .$$

We use $\gamma^\mu\not a\not b\gamma_\mu=4a\cdot b-2\epsilon\not a\not b$. Between the spinors, $\bar u\not p_1=0$ and $\not p_2v=0$ reduce the last product to $\not k\not k=k^2$. In the first,

$$(p_1+k)\cdot(k-p_2)=k^2+k\cdot(p_1-p_2)-\frac s2=\frac{D_1+D_2-s}{2},$$

because $D_1+D_2=2k^2+2k\cdot(p_1-p_2)$. Hence

$$N=2(D_1+D_2)-2s-2\epsilon k^2 .$$

Each $D_i$ cancels a propagator and leaves an integral depending on one light-like momentum. It has no scale and vanishes in dimensional regularization. The massless self-energies on the external legs vanish for the same reason.

Write $C_0$ for the integral of $1/(k^2D_1D_2)$ and $B_0$ for that of $1/(D_1D_2)$, with measure $d^dk/(i\pi^{d/2})$. Then

$$\delta F=\frac{\alpha}{4\pi}(e^\gamma\mu^2)^\epsilon(-2sC_0-2\epsilon B_0).$$

Feynman parameters $x,y$ for $D_1,D_2$ give the denominator $l^2+xys$, so

$$C_0=-\Gamma(1+\epsilon)(-s)^{-1-\epsilon}\!\int_{x+y<1}\!\!dx\,dy\,(xy)^{-1-\epsilon}.$$

The parameter integral is $\Gamma(-\epsilon)^2/\Gamma(1-2\epsilon)$. With

$$c_\Gamma=\frac{\Gamma(1+\epsilon)\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)}$$

this becomes $C_0=c_\Gamma(-s)^{-\epsilon}/(s\epsilon^2)$. Similarly

$$B_0=\Gamma(\epsilon)(-s)^{-\epsilon}\!\int_0^1\!dx\,[x(1-x)]^{-\epsilon}=\frac{c_\Gamma(-s)^{-\epsilon}}{\epsilon(1-2\epsilon)} .$$

For a decay, $-s$ means $-s-i0$, and ${\rm Re}(-1-i0)^{-\epsilon}=\cos\pi\epsilon=1-\pi^2\epsilon^2/2+\dots$. The relative change of the two-body rate is $2\,{\rm Re}\,\delta F$. With $K=e^{\gamma\epsilon}c_\Gamma(\mu^2/s)^\epsilon$,

$$\delta_V=\frac{\alpha}{2\pi}K\left[-\frac2{\epsilon^2}-2+\pi^2\right].$$

The $\pi^2$ comes from the phase of the amplitude above threshold, multiplied by the double pole.

## 4. Photon emission

Let $k$ now be the real photon, $q_i=p_i+k$, and $s_{ij}$ the invariants of the pairs, with label 3 for the photon. Apart from $-iy_0e$, the amplitude is

$$\bar u(p_1)\left[\frac{\gamma^\mu\not q_1}{s_{13}}-\frac{\not q_2\gamma^\mu}{s_{23}}\right]v(p_2).$$

The polarization sum is $-g_{\mu\nu}$. For the square of the first term, $\gamma_\mu\not p_1\gamma^\mu=-2(1-\epsilon)\not p_1$ gives

$$T_{11}=\frac{2(1-\epsilon)}{s_{13}^2}{\rm Tr}[\not p_1\not q_1\not p_2\not q_1]=4(1-\epsilon)\frac{s_{23}}{s_{13}} .$$

Here the trace is $4[2(p_1\!\cdot q_1)(p_2\!\cdot q_1)-q_1^2\,p_1\!\cdot p_2]=2s_{13}(s_{12}+s_{23})-2s_{13}s_{12}=2s_{13}s_{23}$. Exchange of the fermions gives $T_{22}$. In the interference, the minus sign of the second amplitude cancels that of $-g_{\mu\nu}$:

$$T_{12}=\frac{{\rm Tr}[\not p_1\gamma^\mu\not q_1\not p_2\gamma_\mu\not q_2]}{s_{13}s_{23}}
=\frac{4(s_{12}+s_{23})(s_{12}+s_{13})-4\epsilon s_{13}s_{23}}{s_{13}s_{23}} .$$

The first part is $16(q_1\!\cdot p_2)(p_1\!\cdot q_2)$; the second is $-2\epsilon\,{\rm Tr}[\not p_1\not k\not p_2\not k]=-4\epsilon s_{13}s_{23}$. Now add $T_{11}+T_{22}+2T_{12}$ and set $S=s_{13}+s_{23}=s-s_{12}$. With the common factor $4/(s_{13}s_{23})$ taken out, the terms free of $\epsilon$ combine to $S^2+2s_{12}S+2s_{12}^2=s^2+s_{12}^2$, and the rest to $-\epsilon S^2$. Divided by the tree sum $2s$,

$$\frac{\sum|\mathcal M|^2}{\sum|\mathcal M_0|^2}=\frac{2e^2}{s}\,\frac{s^2+s_{12}^2-\epsilon(s_{13}+s_{23})^2}{s_{13}s_{23}} .$$

**Phase space.** Let $\Omega_n=2\pi^{n/2}/\Gamma(n/2)$ and $y_{ij}=s_{ij}/s$. For two particles,

$$\Phi_2=\frac{\Omega_{d-1}}{8(2\pi)^{d-2}}\Big(\frac M2\Big)^{-2\epsilon}.$$

For three, let $\theta$ be the angle between the fermions. Energy conservation fixes it, with $d\cos\theta=E_3\,dE_3/(E_1E_2)$, leaving

$$\Phi_3=\frac{\Omega_{d-1}\Omega_{d-2}}{8(2\pi)^{2d-3}}\int dE_1dE_2\,(E_1E_2\sin\theta)^{-2\epsilon}.$$

From $E_1E_2(1-\cos\theta)=sy_{12}/2$ and $E_1E_2(1+\cos\theta)=sy_{13}y_{23}/2$, we get $(E_1E_2\sin\theta)^2=s^2y_{12}y_{13}y_{23}/4$. Also $E_1=M(1-y_{23})/2$, and likewise for $E_2$, so $dE_1dE_2=(s/4)dy_{13}dy_{23}$. Dividing,

$$\frac{d\Phi_3}{\Phi_2}=\frac{s}{16\pi^2}\Big(\frac{4\pi}s\Big)^\epsilon\frac{(y_{12}y_{13}y_{23})^{-\epsilon}}{\Gamma(1-\epsilon)}\,dy_{13}dy_{23}.$$

**The integral.** Put $y_{12}=z$, $y_{13}=(1-z)w$, $y_{23}=(1-z)(1-w)$, with Jacobian $1-z$. The emission rate relative to the tree is

$$\delta_R=\frac\alpha{2\pi}\Big(\frac{e^\gamma\mu^2}s\Big)^\epsilon\frac{WZ}{\Gamma(1-\epsilon)},$$

$$W=\int_0^1\!dw\,[w(1-w)]^{-1-\epsilon}=-\frac2\epsilon\,\frac{\Gamma(1-\epsilon)^2}{\Gamma(1-2\epsilon)},$$

$$Z=\int_0^1\!dz\,z^{-\epsilon}(1-z)^{-1-2\epsilon}[1+z^2-\epsilon(1-z)^2].$$

These converge for $\epsilon<0$ and are continued from there. The end points of $w$ are the collinear limits, and $z\to1$ is the soft limit. To expand $Z$, write $1+z^2=2-(1-z)(1+z)$. The three pieces are

$$2\,\frac{\Gamma(1-\epsilon)\Gamma(-2\epsilon)}{\Gamma(1-3\epsilon)}=-\frac1\epsilon+\frac{\pi^2}{3}\epsilon+\dots,$$

$$-\int_0^1\!dz\,(1+z)[1-\epsilon\ln z-2\epsilon\ln(1-z)]=-\frac32-\frac{19}4\epsilon,$$

and $-\epsilon\int_0^1(1-z)dz=-\epsilon/2$. The first expansion uses $\ln\Gamma(1-x)=\gamma x+\pi^2x^2/12+\dots$. The second uses $\int(1+z)\ln z\,dz=-5/4$ and $\int(1+z)\ln(1-z)\,dz=-7/4$. Therefore

$$Z=-\frac1\epsilon-\frac32+\epsilon\Big(\frac{\pi^2}3-\frac{21}4\Big)+\dots$$

To extract the same $K$ as in the vertex, note that

$$\frac{\Gamma(1-\epsilon)}{\Gamma(1-2\epsilon)}=c_\Gamma\frac{\sin\pi\epsilon}{\pi\epsilon}=c_\Gamma\Big(1-\frac{\pi^2\epsilon^2}6+\dots\Big).$$

The last term times $2/\epsilon^2$ adds $-\pi^2/3$ to the $-2\pi^2/3$ from $-2Z/\epsilon$:

$$\delta_R=\frac\alpha{2\pi}K\left[\frac2{\epsilon^2}+\frac3\epsilon+\frac{21}2-\pi^2\right].$$

## 5. The sum and the running coupling

The double poles and the $\pi^2$ terms cancel. Since $K=1+\epsilon\ln(\mu^2/M^2)+O(\epsilon^2)$,

$$\delta_V+\delta_R=\frac\alpha\pi\left[\frac3{2\epsilon}+\frac{17}4+\frac32\ln\frac{\mu^2}{M^2}\right].$$

By Section 2 the sum has no infrared divergence, so the pole left over is ultraviolet and belongs to the bare coupling. The mass renormalization must remove it, because $y_0=m_0/v$ and photons do not renormalize the neutral factor $h/v$ at this order.

The pole mass is $m=m_0+\delta m$, with $\delta m$ the self-energy at $p^2=m^2$. The factors $(-ie)^2i(-i)=-e^2$ give

$$\delta m=-ie^2\!\int\!\frac{d^dk}{(2\pi)^d}\frac{\bar u\gamma^\mu(\not p+\not k+m)\gamma_\mu u/\bar uu}{k^2(k^2+2k\cdot p)} .$$

Shift $k=l-xp$; the denominator becomes $(l^2-x^2m^2)^2$. The numerator becomes $-(d-2)(1-x)m+dm=m[2+(d-2)x]$. Hence

$$\frac{\delta m}{m}=\frac\alpha{4\pi}\Big(\frac{e^\gamma\mu^2}{m^2}\Big)^\epsilon\Gamma(\epsilon)\int_0^1\!dx\,[2+(2-2\epsilon)x]x^{-2\epsilon}.$$

The integral is $2/(1-2\epsilon)+1=(3-2\epsilon)/(1-2\epsilon)=3+4\epsilon+\dots$, so

$$m=m_0\left[1+\frac\alpha{4\pi}\Big(\frac3\epsilon+4+3\ln\frac{\mu^2}{m^2}\Big)\right].$$

The $\overline{\rm MS}$ mass absorbs the bare pole term: $m_0=\bar m(\mu)[1-3\alpha/(4\pi\epsilon)]$. Thus $y_0^2=\bar y^2(\mu)[1-3\alpha/(2\pi\epsilon)]$, which removes the remaining pole of the rate. With a finite sum we may set $d=4$ in the tree factor:

$$\Gamma=\frac{M\bar m^2(\mu)}{8\pi v^2}\left[1+\frac\alpha\pi\Big(\frac{17}4+\frac32\ln\frac{\mu^2}{M^2}\Big)\right].$$

At $\mu=M$ the relative correction is $17\alpha/(4\pi)$.

## 6. The pole-mass form

The two mass relations give

$$\bar m(\mu)=m\left[1-\frac\alpha\pi\Big(1+\frac34\ln\frac{\mu^2}{m^2}\Big)\right].$$

At $\mu=M$ its square is $m^2[1-(\alpha/\pi)(2+\tfrac32L)]$ to first order. The coefficient relative to the pole-mass tree rate is then

$$\frac{17}4-2-\frac32L=\frac94-\frac32L .$$

The choice $\mu=m$ shows the origin of the logarithm from the other side. There $\bar m(m)=m(1-\alpha/\pi)$, so the mass conversion has no logarithm, and $-\tfrac32L$ stands in the rate itself. The pole mass describes the coupling at the scale $m$, while the decay probes it at $M$. Since $\bar m(\mu)$ falls as $\mu$ grows, the pole-mass tree rate is too large for $m\ll M$, where the term $-\tfrac32L$ outweighs the constant $\tfrac94$. The light-fermion formula does not locate the change of sign: with the full mass dependence the coefficient turns positive near $m/M\approx0.23$.

If $(\alpha/\pi)L$ is not small, first order in $\alpha$ is no longer enough in the pole-mass form. If $m$ is comparable with $M$, the massless loops fail. If photons above some energy are vetoed, Section 2 no longer applies and further logarithms can remain.

For charge $Q$ in units of $e$, the interference of the vertex loop with the tree amplitude and the emission rate both scale with $Q^2$, so $\alpha\to Q^2\alpha$. For a quark with one virtual or real gluon, the Dirac algebra is unchanged. The colour sum relative to the tree is ${\rm Tr}(T^aT^a)/{\rm Tr}\,1=C_F=4/3$, so $\alpha\to C_F\alpha_s$ at this order.

## 7. A worked example

Take the round model values $M=100$ GeV, $m=1$ GeV and $v=100$ GeV, so that $m/v=0.01$. With $\alpha=0.00729735$, $\alpha/\pi=0.00232282$. Then $L=\ln10^4=9.21034$, and the pole-mass coefficient is

$$2.25-1.5\times9.21034=-11.5655 .$$

The correction is $-2.686\%$ of the pole-mass tree width. With the running mass it is $4.25\times0.00232282=+0.987\%$ of a different tree width. The running mass is

$$\bar m(M)=1-0.00232282\,(1+0.75\times9.21034)=0.98163\ {\rm GeV}.$$

The widths follow:

- Pole mass: $0.397887\times(1-0.026865)=0.387198$ MeV.
- Running mass: $0.383405\times(1+0.009872)=0.387190$ MeV.

The opposite signs of the corrections thus describe nearly the same rate. The second width is lower by $2.3\times10^{-5}$ of the first. To see why this is so small, put $a=\alpha/\pi$ and $x=1+\tfrac34L=7.91$. The running-mass factor is $(1-ax)^2(1+\tfrac{17}4a)$. Its difference from the first-order factor is

$$a^2\Big(x^2-\frac{17}2x\Big)+\frac{17}4a^3x^2 .$$

In the bracket, $62.5$ and $67.2$ nearly cancel. The agreement is therefore partly accidental and does not measure the uncalculated $\alpha^2$ terms. Their size shows if the running is exponentiated at fixed $\alpha$: $\bar m(M)=m(1-a)e^{-3aL/4}=0.98180$ GeV raises the width by about $3\times10^{-4}$, so only the first three digits of the widths are a prediction. The threshold factor $(1-4m^2/M^2)^{3/2}=0.9994$ of the massive tree rate was also dropped; it would lower both widths by $0.06\%$, more than their difference.

## 8. The approach to the light-fermion limit

The coefficient can also be evaluated at finite $m$, relative to the massive tree rate. For this, the one-loop vertex is renormalized on shell and given a small photon mass, and its triangle integral is done numerically along a complex contour. The emission spectrum is computed from explicit Dirac matrices and integrated over massive phase space by Gauss–Legendre quadrature, with the soft-photon part added. The photon mass drops out of the sum. In units of $\alpha/\pi$, the results are:

| $m/M$ | finite $m$ | $9/4-3L/2$ | finite $m$, plus $2+3L/2$ |
|---|---:|---:|---:|
| 0.030 | −8.206 | −8.270 | 4.314 |
| 0.010 | −11.556 | −11.566 | 4.259 |
| 0.003 | −15.176 | −15.177 | 4.251 |

The last column converts the coupling $m/v$ to the running mass at $M$; the threshold factor of the tree rate keeps the pole mass. The pole-mass coefficient keeps growing in size as $m$ falls, whereas the converted one settles towards $17/4$. The distance from the limit is close to $(9L+\tfrac{15}2)\,m^2/M^2$, which at these three points is roughly $10\,(m^2/M^2)L$. At $m/M=0.01$ this shifts the relative correction by about $2\times10^{-5}$ of the tree rate, so the light-fermion coefficient is adequate there. The larger threshold factor of Section 7 belongs to the tree rate and is not counted in this shift, but the logarithm of the shift comes from the pole mass kept in it. Writing that factor with $\bar m(M)$ as well adds $-12(m^2/M^2)(1+\tfrac34L)$ to the last column and leaves $\tfrac{17}4-\tfrac92\,m^2/M^2$ for small $m/M$, with no logarithm.
